# Leaning interference fringes in resist from two unequal beam angles

**Question**

I'm stuck on an exercise about interference lithography. Two beams travel inside a layer of photoresist, one at 10° and the other at 20° to the normal, on opposite sides of it. I have to show that the fringe planes lean 5° from vertical and find their period along the surface.

For two beams at the same angle $\theta$ I know that the fringes are vertical, with period $\lambda/(2n\sin\theta)$. Here I don't know which angle to put in. The average, 15°, looks tempting, but I can't justify it, and I don't see which way the planes should lean. The exercise gives no wavelength and no refractive index either. Finally, does it matter that the angles are given inside the resist and not in the air above it?

**Answer**

The symmetric formula hides the step you need. A fringe plane is a surface on which the phase difference between the two waves is constant, so write down that phase difference and read both the lean and the period from it. The average angle does turn up, but in the spacing measured perpendicular to the planes, which differs from the surface period.

**The two waves**

Let $x$ run along the resist surface and $z$ point down into the film, with $z=0$ at the surface. "Vertical" means along the film normal, the $z$ axis. Beam 1 travels down and towards $+x$ at angle $a=10^\circ$. Beam 2 travels down and towards $-x$ at $b=20^\circ$. Both lie in the $xz$ plane.

Take the resist to be uniform and, for now, free of absorption and of reflections from below. The beams have the same vacuum wavelength $\lambda$, so in a resist of index $n$ both wave vectors have length $k=2\pi n/\lambda$:

$$\mathbf k_1=k(\sin a,\ \cos a),\qquad \mathbf k_2=k(-\sin b,\ \cos b).$$

The minus sign records that beam 2 travels towards $-x$. Let both electric fields point along $y$, perpendicular to the plane of the beams, so that they add as plain numbers:

$$E=A_1\cos\varphi_1+A_2\cos\varphi_2,$$

$$\varphi_1=\mathbf k_1\cdot\mathbf r-\omega t,\qquad \varphi_2=\mathbf k_2\cdot\mathbf r-\omega t-\delta.$$

Here $\delta$ is a fixed phase offset set by the optical paths. The resist responds to the time average of $E^2$. Squaring gives

$$E^2=A_1^2\cos^2\varphi_1+A_2^2\cos^2\varphi_2+2A_1A_2\cos\varphi_1\cos\varphi_2.$$

Each squared cosine averages to $1/2$. For the last term use

$$2\cos\varphi_1\cos\varphi_2=\cos(\varphi_1-\varphi_2)+\cos(\varphi_1+\varphi_2).$$

The sum of the phases contains $-2\omega t$, so its cosine averages to zero. In the difference, $\omega t$ cancels. What remains is

$$\langle E^2\rangle=\tfrac12A_1^2+\tfrac12A_2^2+A_1A_2\cos(\mathbf K\cdot\mathbf r+\delta),$$

$$\mathbf K=\mathbf k_1-\mathbf k_2=k(\sin a+\sin b,\ \cos a-\cos b).$$

Everything about the fringe geometry is in $\mathbf K$. The amplitudes set the contrast, $2A_1A_2/(A_1^2+A_2^2)$, but not the direction or spacing of the planes. The offset $\delta$ slides the whole pattern sideways. It must stay steady during the exposure: if it wandered evenly over a full cycle, the cosine would average to zero and no fringes would be recorded.

**The lean**

On one fringe plane $\mathbf K\cdot\mathbf r$ is constant. A small step $(dx,dz)$ within the plane therefore satisfies $K_x\,dx+K_z\,dz=0$, or

$$\frac{dx}{dz}=-\frac{K_z}{K_x}=-\frac{\cos a-\cos b}{\sin a+\sin b}.$$

To simplify this, define the mean angle $s=(a+b)/2$ and the half-difference $h=(b-a)/2$, so that $a=s-h$ and $b=s+h$. The addition formulas give

$$\cos a=\cos s\cos h+\sin s\sin h,$$
$$\cos b=\cos s\cos h-\sin s\sin h,$$
$$\sin a=\sin s\cos h-\cos s\sin h,$$
$$\sin b=\sin s\cos h+\cos s\sin h.$$

Subtract the second line from the first, and add the last two:

$$\cos a-\cos b=2\sin s\sin h,\qquad \sin a+\sin b=2\sin s\cos h.$$

The factor $2\sin s$ cancels in the ratio, leaving

$$\frac{dx}{dz}=-\tan h=-\tan\frac{b-a}{2}.$$

The planes make an angle $(b-a)/2=(20^\circ-10^\circ)/2=5^\circ$ with the normal, as you were asked to show. In numbers, $\cos a-\cos b=0.04512$ and $\sin a+\sin b=0.51567$. Their ratio is 0.0875, the tangent of 5°.

The minus sign gives the direction. As you go down, a plane shifts towards $-x$, the side towards which the 20° beam is travelling.

There is also a route without trigonometry. Because the wave vectors have equal length,

$$(\mathbf k_1+\mathbf k_2)\cdot(\mathbf k_1-\mathbf k_2)=k_1^2-k_2^2=0.$$

So $\mathbf k_1+\mathbf k_2$ is perpendicular to $\mathbf K$ and lies in the fringe planes. The sum of two vectors of equal length bisects the angle between them. Counting angles towards $+x$ as positive, the beams point along $+10^\circ$ and $-20^\circ$, and the bisector is at $-5^\circ$. This argument needs equal lengths, so it would fail in a birefringent film in which the two beams see different indices.

**The surface period**

Stay on the surface, $z=0$, and move along $x$. The pattern repeats when $K_xx$ has grown by $2\pi$. The surface period is therefore

$$P=\frac{2\pi}{K_x}=\frac{\lambda}{n(\sin a+\sin b)}.$$

With your angles,

$$P=\frac{1}{0.51567}\,\frac{\lambda}{n}=1.939\,\frac{\lambda}{n}.$$

This is as far as the exercise goes without a wavelength and an index. For a length in nanometres, take $\lambda=325$ nm and $n=1.70$. The wavelength in the resist is then $325/1.70=191.18$ nm, and

$$P=\frac{191.18\ \text{nm}}{0.51567}=371\ \text{nm}.$$

**Where the 15° belongs**

The perpendicular distance between neighbouring planes is $\Lambda=2\pi/|\mathbf K|$. From the two identities above,

$$|\mathbf K|^2=k^2\,4\sin^2 s\,(\cos^2h+\sin^2h)=4k^2\sin^2 s,$$

so that

$$\Lambda=\frac{\lambda}{2n\sin s}=\frac{\lambda}{2n\sin15^\circ}=369\ \text{nm}.$$

This is your symmetric formula with the average angle. Since $\sin a+\sin b=2\sin s\cos h$, the two lengths are related by $\Lambda=P\cos h$. A horizontal cut crosses the leaning planes obliquely, which makes $P$ the longer one. At a lean of 5° the difference is only 0.4% of $P$, so a numerical answer hardly reveals which of them was calculated.

Some other cases show how the formulas behave:

- For $a=b$ the lean vanishes and $P=\Lambda=\lambda/(2n\sin a)$, the result you know.
- For $a=0$, with one beam straight down, the lean is $b/2$ and $P=\lambda/(n\sin b)$.
- For both beams on the same side of the normal, change the sign of $a$. The lean becomes $(20^\circ+10^\circ)/2=15^\circ$. The sines now subtract, $0.34202-0.17365=0.16837$, and the period grows to $191.18/0.16837\approx1140$ nm. The words "on opposite sides" in the exercise therefore matter a great deal.

**Inside the resist or in air?**

Yes, it matters: the same two numbers read as air angles would give a different lean and a different period. At a flat surface the fields above and below must match at every $x$, so each beam keeps its $k_x$ when it enters the film. That is Snell's law, $\sin\theta_\text{air}=n\sin\theta$. The air angles needed here follow from

$$\sin a_\text{air}=1.70\times0.17365=0.2952,\qquad a_\text{air}=17.17^\circ,$$
$$\sin b_\text{air}=1.70\times0.34202=0.5814,\qquad b_\text{air}=35.55^\circ.$$

Put Snell's law into the formula for $P$ and the index disappears:

$$P=\frac{\lambda}{\sin a_\text{air}+\sin b_\text{air}}=\frac{325\ \text{nm}}{0.2952+0.5814}=371\ \text{nm}.$$

The period is common to both sides of the surface. The lean is not, because $k_z$ changes on entry. The incident beams in air have fringe planes leaning $(35.55^\circ-17.17^\circ)/2=9.19^\circ$, and each plane bends to 5° as it enters the resist.

Suppose you had read 10° and 20° as angles in air. The angles in the resist would be 5.86° and 11.61°, the lean would be 2.9°, and the period would be $325/0.51567=630$ nm. Both answers would change.

There is also a limit to what can be reached from air through a flat surface. Since $\sin\theta_\text{air}$ cannot exceed 1, the angle in the resist stays below $\arcsin(1/1.70)=36.0^\circ$. Your beams are within that limit.

**What if the fields lie in the plane of the beams?**

The planes stay where they are, but the contrast drops. Each field must be perpendicular to its own beam, so the field directions are $(\cos a,-\sin a)$ and $(\cos b,\sin b)$. They are not parallel, and the interference term is multiplied by their scalar product,

$$\cos a\cos b-\sin a\sin b=\cos(a+b)=\cos30^\circ=0.866.$$

For beams of equal amplitude this is the contrast, compared with 1 for fields along $y$.

**What happens in a film of finite thickness**

Let the film be 500 nm thick. From top to bottom a fringe plane moves sideways by

$$500\ \text{nm}\times\tan5^\circ=43.7\ \text{nm},$$

which is 0.118 of the surface period. A real film adds further effects, some of them of similar size.

*Absorption.* Take an absorption coefficient $\alpha=0.50$ per µm. For weak absorption, a beam at angle $\theta$ reaches the bottom with its intensity reduced by $\exp(-\alpha d/\cos\theta)$, where $d$ is the film thickness and $d/\cos\theta$ the slanted path. The average over the two beams is $T=0.771$.

The fringe centres still lean 5.0°. Absorption gives the index an imaginary part $\kappa=\alpha\lambda/4\pi\approx0.013$, which changes the real part of $k_z$ only in order $\kappa^2$.

The developed walls are another matter. Suppose that an ideal developer cuts wherever the dose equals half of the peak dose at the surface. Let $\phi$ be the fringe phase counted from the fringe centre. For equal beams, neglecting their slightly different attenuation, the dose is proportional to $T(1+\cos\phi)$, with $T=1$ at the surface. The peak there is 2, so the wall lies where $T(1+\cos\phi)=1$, or

$$\cos\phi=\frac1T-1.$$

At the surface $\phi=90^\circ$, and the wall is $P/4=92.7$ nm from the centre. At the bottom $\cos\phi=0.297$ and $\phi=72.7^\circ$, which is 74.9 nm from the centre. Each wall has moved inwards by 17.8 nm while the centre has moved by 43.7 nm towards $-x$.

The wall on the $-x$ side therefore shifts by $43.7-17.8=25.9$ nm, and the one on the $+x$ side by $43.7+17.8=61.5$ nm. Divided by 500 nm, these shifts correspond to leans of 3.0° and 7.0°, measured along the straight line from top to bottom of each wall. Their mean is 5°, but neither wall has the lean of the fringe planes. If $T$ fell below $1/2$, the equation for $\cos\phi$ would have no solution at the bottom, and this threshold would no longer be reached there.

*Reflection from the substrate.* Keep one reflection, with reflected power fraction $R$ and a reversed field, and ignore absorption. Beam $j$, at angle $\theta_j$ with $q_j=k\cos\theta_j$, then has the depth dependence

$$g_j(z)=e^{iq_jz}-\sqrt R\,e^{iq_j(2d-z)},$$

$$|g_j|^2=1+R-2\sqrt R\cos[2q_j(d-z)].$$

Each beam forms a standing wave in depth with period $\pi/q_j=\lambda/(2n\cos\theta_j)$. That is 97 nm for the 10° beam and 102 nm for the 20° beam. Reflection also alters the phase of each $g_j$, and a fringe centre now lies where

$$K_xx+\arg g_1-\arg g_2=0$$

(with $\delta=0$), which is no longer a straight line. I evaluated these expressions numerically at depths 2 nm apart:

- For $R=1\%$, the dose averaged over $x$ varies with depth by a factor of 1.5 between minimum and maximum. The fringe centres depart by up to 8.5 nm from the straight planes found without reflection.
- For $R=30\%$, the factor is about 12 and the departure reaches 65 nm, more than the 43.7 nm drift caused by the lean. A single lean angle then no longer describes the pattern well.

The departure vanishes at the substrate, $z=d$, because $g_j=(1-\sqrt R)\,e^{iq_jd}$ has the same phase there as without reflection. The surface period survives in both cases, because reflection at a flat substrate leaves each $k_x$ unchanged.

*Shrinkage.* If the developed film loses 5% of its height uniformly while its width is held by the substrate, the sideways drift is spread over 475 nm. The lean becomes $\arctan(43.7/475)=5.3^\circ$.

**How this compares with a real exposure**

The wavelength of 325 nm is a line of the helium–cadmium laser, which is used for interference lithography. The index, thickness and absorption are rough, typical values for a photoresist in the near ultraviolet, not data for a particular product. The two reflectances are round values: 1% for a substrate with an antireflection coating, and 30% for a strongly reflecting one such as bare silicon, whose reflectance under resist at this wavelength is somewhat higher, nearer 40%. On bare silicon the assumption that no light returns from below fails badly: in this estimate the fringes are displaced by up to 65 nm, against 8.5 nm with the coating. The estimate leaves out absorption, repeated reflections and the true reflection phase, so it gives the size of the effect and not a profile to expect.

The index is uncertain too, and its influence depends on what you hold fixed. If the air angles are fixed, as they are on an optical bench, lowering $n$ from 1.70 to 1.65 changes the lean from 5.00° to 5.16° and leaves the period alone. If the angles inside the resist are fixed, as in your exercise, the lean stays at 5° and the period rises by 3%, because $P$ is proportional to $1/n$.
